Source depletion and its share of a 5 nm silicon tunnelling path

**1. A slab of fixed charge**

Take a p-type silicon source with a sharp boundary between neutral material and a layer emptied of holes. In the layer each ionised acceptor leaves a charge −q. Let s be the distance from the neutral boundary towards the channel, and let ψ(s) be the electrostatic potential relative to the neutral source. Positive ψ lowers the energy of an electron by qψ, so both band edges bend downwards towards the channel.

With acceptor density N and permittivity ε, the charge density is −qN. Poisson's equation, ψ″ = −(charge density)/ε, becomes

ψ″ = k, k = qN/ε.

The neutral boundary has no potential and no field, so ψ(0) = 0 and ψ′(0) = 0. Two integrations give

ψ′ = ks, ψ = ks²/2.

If the bending at the junction is ψₛ, the depletion width W satisfies ψₛ = kW²/2, hence

W = √(2ψₛ/k) = √(2εψₛ/(qN)).

For N = 10²⁰ cm⁻³ and relative permittivity 11.7, k = 0.1547 V/nm². With ψₛ = 0.5 V,

W = √(2 × 0.5/0.1547) nm = 2.54 nm.

The field at the junction is kW = 2ψₛ/W = 0.393 V/nm, or 3.93 MV/cm.

An electron at the valence edge of the neutral source enters the gap at s = 0, so its path contains the whole layer. If its path from valence edge to conduction edge is 5 nm long, the source supplies 2.54/5 = 51% of it. If "5 nm" meant the channel part alone, the share would be 2.54/(5 + 2.54) = 34%. The first meaning is used below.

This estimate assumes a sharp edge to the hole population, and it describes one electron energy. It also does not say how much shorter the path would become with a better source. These points are taken in turn.

**2. First correction: the hole tail**

Holes do not vanish abruptly. With p(ψ) the hole density, Poisson's equation is

ψ″ = k[1 − p(ψ)/N].

Multiply by ψ′. The left side is then the derivative of (ψ′)²/2, and integration from the neutral source gives

(ψ′)²/2 = k[ψ − (1/N)∫₀^ψ p dψ₁].

The integral is a difference of hole pressures. At constant temperature dP = p dμ, where μ is the hole chemical potential measured from the valence edge. Equilibrium in the source keeps the Fermi level flat, so a bending dψ changes μ by −q dψ. Thus dP = −qp dψ and

∫₀^ψ p dψ₁ = [P(0) − P(ψ)]/q.

At the junction the holes are almost gone and P(ψₛ) can be dropped. Writing Π = P(0)/(qN), which is a voltage, we have

ψ′(junction) = √[2k(ψₛ − Π)].

Define the charge width W_Q as the width of a fully depleted slab that would produce this field, W_Q = ψ′/k. Then

W_Q = √[2(ψₛ − Π)/k] = W√(1 − Π/ψₛ) ≈ W[1 − Π/(2ψₛ)].

The expansion parameter is Π/ψₛ. The depletion approximation is the leading term when the bending is large compared with the hole pressure per unit charge density.

For a dilute hole gas P = Nk_BT and Π would be k_BT/q, about 26 mV at 300 K. This source is too heavily doped for that. For parabolic bands

p = N_v F₁⸝₂(η), P = k_BT N_v F₃⸝₂(η), η = μ/(k_BT),

where F_j(η) = [1/Γ(j+1)]∫₀^∞ xʲ dx/(1 + e^(x−η)). The pressure follows because dF₃⸝₂/dη = F₁⸝₂: the η-derivative of the occupation is minus its x-derivative, and integration by parts lowers the power of x by one and cancels the factor 3/2 in Γ(5/2). Therefore

Π = (k_BT/q) F₃⸝₂(η)/F₁⸝₂(η).

A rough density-of-states mass of one free-electron mass gives N_v = 2.5 × 10¹⁹ cm⁻³. Solving F₁⸝₂(η) = N/N_v puts the Fermi level 70 meV below the valence edge, and Π = 42.9 mV. The first correction gives

W_Q ≈ 2.543 × [1 − 0.0429/(2 × 0.5)] nm = 2.43 nm,

which agrees with the unexpanded square root at this precision. The depleted charge is about 4% below the sharp-edge value at the same bending.

The same correction lengthens distances between fixed potentials. At each ψ above zero the hole term lowers ψ′, and distance is ∫dψ/ψ′. Very near the neutral source, expanding p to first order gives ψ″ = ψ/ℓ², with 1/ℓ² = (k/N)|dp/dψ| at ψ = 0. The bending therefore grows as e^(s/ℓ), with ℓ = 0.62 nm, and has no sharp starting point. A path measured strictly from ψ = 0 would have infinite length. The 5 nm path at the valence edge is thus a sharp-edge quantity. A start at finite bending is well defined in both descriptions.

**3. The other half of the path**

The silicon gap corresponds to G = 1.12 V. The source supplies 0.50 V of this drop, and the channel must supply the other 0.62 V.

Model the channel as a thin body of thickness t between two gates, each behind an oxide of thickness t_ox and permittivity ε_ox. Neglect charge in the body and the potential variation across it. Gauss's law for a short slice balances the lengthwise flux against the flux to both gates:

−εtψ″ + 2ε_ox(ψ − V)/t_ox = 0.

Here V is the bending far into the channel. Hence

ψ″ = (ψ − V)/λ², λ² = εt t_ox/(2ε_ox).

With y measured from the junction, the solution that stays finite and starts at ψₛ is

ψ = V − (V − ψₛ)e^(−y/λ).

Both sides of the junction are silicon and there is no sheet charge, so the field is continuous:

kW = (V − ψₛ)/λ.

The path ends at ψ = G, after a channel length of 5 − 2.543 = 2.457 nm. Substituting V − ψₛ = kWλ gives

G − ψₛ = kWλ[1 − e^(−2.457 nm/λ)].

Its root is λ = 2.55 nm, and then V = 0.5 + 0.393 × 2.548 = 1.50 V. These values complete a model device with the stated source and path. Far into its channel the conduction edge lies V − G − 0.07 V = 0.31 V, as an energy 0.31 eV, below the source Fermi level. Neglecting electron charge there requires a drain bias of about 0.4 V or more, which keeps the channel nearly empty.

An electron at depth d below the neutral valence edge, with d/q written as δ, enters the gap where ψ = δ and leaves it where ψ = δ + G. The bending never exceeds V, so a path exists only for δ < V − G = 0.38 V. This limit lies below ψₛ, so every path starts in the source. Its two sections are

L_source = W − √(2δ/k) = W[1 − √(δ/ψₛ)],

L_channel = λ ln[(V − ψₛ)/(V − δ − G)].

The square root makes the source part fall quickly as δ leaves zero. At the Fermi level, δ = 0.0703 V and

L_source = 2.543 × [1 − √(0.0703/0.5)] nm = 1.59 nm.

The total is 4.57 nm and the source share is 35%. Keeping the hole tail raises the source part to 1.82 nm. If the channel part is held at 4.565 − 1.589 = 2.976 nm, the share becomes 1.82/4.80 = 38%.

The lower energy matters because the top of the source valence band is largely empty of electrons. At the edge the occupation is 1/(1 + e^(70.3/25.9)), about 6%, against one half at the Fermi level. For electrons near the Fermi level, "a little over a third" describes the source share better than "half". The share falls further for deeper electrons, whose states are more fully occupied and which also contribute to the current. The Fermi depth itself rests on the rough N_v: values from 1.0 to 3.1 × 10¹⁹ cm⁻³ place it between 137 and 59 meV, and the sharp-edge share there between 25% and 37%.

The total length has a minimum. Moving δ shifts each end by dδ divided by the local field, so

dL/dδ = 1/ψ′(end) − 1/ψ′(start).

The starting field grows from zero with δ, while the final field falls. The shortest path therefore has equal fields at its ends. It occurs at a depth of 54 meV, with length 4.55 nm and source share 38%.

**4. What a better source would save**

Suppose the doping is raised while V and λ are held fixed. The source bending cannot also remain at 0.5 V. Put ψₛ = kW²/2 into the field condition:

V = kλW + kW²/2.

Dividing by k/2 gives W² + 2λW − 2V/k = 0, whose positive root is

W = −λ + √(λ² + 2V/k).

For very large k, W tends to V/(kλ), which is proportional to 1/N. The familiar N^(−1/2) law belongs to fixed source bending. Here the bending falls too.

At the valence edge, δ = 0, the path is

L = W + λ ln[(V − ψₛ)/(V − G)].

In the infinite-doping limit W and ψₛ vanish, leaving

L₀ = λ ln[V/(V − G)].

Subtracting gives L − L₀ = W + λ ln[(V − ψₛ)/V]. The field condition gives V − ψₛ = kλW, while V = kλW[1 + W/(2λ)]. Their ratio is 1/[1 + W/(2λ)], so

L − L₀ = W − λ ln[1 + W/(2λ)].

For W small compared with 2λ, use ln(1 + x) = x − x²/2 + … with x = W/(2λ):

L − L₀ = W/2 + W²/(8λ) + ….

The leading penalty is half the depletion width. Extrapolating the junction field backwards in a straight line reaches zero bending a distance ψₛ/(kW) = W/2 behind the junction. A thin depletion layer therefore moves the channel profile by W/2 towards the source. The exit from the gap moves back by W/2 while the entry moves back by W, so the path grows by W/2. The next term accounts for the curvature neglected by this picture.

At 10²⁰ cm⁻³ the leading term is 1.27 nm. The correction adds 2.543²/(8 × 2.548) = 0.32 nm, for a sum of 1.59 nm. The closed form gives 5.00 − 3.49 = 1.51 nm. The corrected estimate is 5% above it, while the leading term alone is 16% below.

At 2 × 10²⁰ cm⁻³, W = 1.48 nm and the path is 4.32 nm. The two-term estimate is 0.74 + 0.11 = 0.85 nm, against 0.83 nm from the closed form. At 5 × 10¹⁹ cm⁻³, W = 4.19 nm and the path is 6.15 nm. The two-term estimate is then 2.95 nm against 2.66 nm, an error of 11%. The expansion improves with doping, as its small parameter requires.

Thus, for an electron at the valence edge, the source occupies 2.54 nm of the path, but removing its depletion at fixed V and λ saves 1.51 nm. The rest returns as extra channel length, because the channel must then supply the whole gap drop. For a start at the depth of the present Fermi level, δ = 0.0703 V, the path without depletion is λ ln[(V − δ)/(V − δ − G)] = 3.885 nm. The saving from 4.565 nm is then only 0.68 nm.

**5. Weight in the tunnelling exponent**

The leading exponential factor in transmission is e^(−S), with S = 2∫κ dx. Silicon has an indirect gap, so a phonon connects the valence and conduction branches. Neglect the phonon energy and give both branches a mass m of 0.2 free-electron masses, a rough value. Then κ follows the valence branch to midgap and the conduction branch beyond it. The neglected energy is not small: a 58 meV optical phonon, absorbed or emitted, changes the required drop by that amount, and at the Fermi level it moves the path from 4.57 nm to 4.1 or 5.1 nm, the length share to 39% or 31%, and the exponent by about −1.0 or +1.2.

At δ = 0 the source section stays on the valence branch because 0.50 V is below G/2 = 0.56 V. There

κ = √(2mqψ)/ħ = κₛs/W, κₛ = √(2mqψₛ)/ħ,

since √ψ is proportional to s. Integration gives

S_source = 2∫₀^W κₛ(s/W) ds = κₛW = 4.12.

The full exponent is 9.41, so the source share is 44%, somewhat below its length share. At the Fermi level the exponent is 9.37 and the share is 31%, in the sharp-edge model.

Without source depletion, at the same V and λ, the valence-edge exponent is 7.61. The exponential penalty is e^(9.41−7.61), about 6. Simply deleting the source section would suggest e^4.12, about 60, because it ignores the longer channel section. A two-band form, κ² = 2mE₁E₂/(ħ²qG) with E₁ and E₂ the energy distances from the two edges, has the same mass at each edge and gives a source share of 45% and a penalty of about 5. The share does not depend on the prefactor but the penalty does: doubling κ², so that it equals the first form at midgap, raises the penalty to about 10. With the edge masses matched, the judgement changes little between these two forms. It depends more on the electron energy: for a start at the Fermi level, the first form gives a penalty of only about 2.7. Weighting each depth by e^(−S) and by the difference between source and drain occupations, at a drain bias of 0.4 V, gives a mean depth of about 0.12 eV and a mean source share of the length of about 28%. This weight omits densities of states; square-root factors for them give 0.13 to 0.14 eV and 26 to 27%. The absolute exponent is less secure: a mass of 0.3 raises it from 9.41 to 11.5.

**6. Beside a real transistor**

A source near 10²⁰ cm⁻³ and fields of several MV/cm are in the intended regime of a silicon tunnelling transistor. With 1 nm of silicon dioxide, the fitted λ implies a double-gate body 4.3 nm thick, which is a demanding geometry. This thickness exceeds λ, so neglecting the potential variation across the body is a rough approximation. If the variation is kept, the slowest-decaying deviation from V is a cosine across the body and a sine in each oxide, vanishing at the gates. Matching potential and flux at the interfaces gives tan[t/(2λ)] tan(t_ox/λ) = ε_ox/ε, and the thickness becomes 3.45 nm. In the simpler thin-body model the oxide field at the junction is (V − ψₛ)/(1 nm), about 10 MV/cm, which is close to the breakdown strength of silicon dioxide. A real junction is not perfectly abrupt. If the doping rises into the source as N(1 − e^(−r/1 nm)), with r the distance from the junction, W grows from 2.54 to 2.83 nm at fixed bending. The dopants are also discrete: the length N^(−1/3), a measure of their spacing, is 2.15 nm, close to W itself. A layer of area 100 nm² contains about 25 of them. Independent random placement gives a 20% spread in that number, and hence roughly 10% in an area-averaged W at fixed bending. Local variations are not captured by this average.

The gap is uncertain as well. Heavy doping narrows it, while confinement in the thin body widens it. Hard walls and rough masses of 0.9 (electron) and 0.3 (hole) free-electron masses give a widening of about 0.09 eV for a 4.3 nm body and 0.14 eV for a 3.45 nm body. Changing the gap by −0.1 or +0.1 eV at fixed V and λ changes the valence-edge path from 5.0 to 4.4 or 5.8 nm.

A further serious restriction is that the gate must end at the junction. If it overlaps the source, the equation there becomes ψ″ = k + (ψ − V)/λ². At ψ = 0 the gate term has size V/λ² = 0.23 V/nm², larger than the dopant term k = 0.15 V/nm². The one-dimensional depletion width then no longer describes the source, and a two-dimensional solution with mobile holes is needed. Even when the gate ends at the junction, its fringing field reaches the source, so the one-dimensional width and path remain estimates. For bodies 3.3 to 4.3 nm thick, a two-dimensional solution with mobile holes, and with no flux leaving the oxide above the source, gives a source share at the Fermi level of about 35% to 54%, depending on thickness and on position across the body; for the 3.45 nm body it is 44% at the centre and 52% at the surface. A gate sidewall facing an oxide spacer above the source raises the share further, to roughly 40% to 65%. Within the one-dimensional, sharp-edge model, source depletion supplies about half of the 5 nm path at the valence edge and about a third of the path at the Fermi level, though its removal saves less than the source part of either path. The remaining values are in the numerical output.

Table of computed values

```
Inputs: T 300 K, eps_r 11.7, gap 1.12 eV, bending 0.5 V
Inputs: doping 1e+20 cm^-3, path 5.0 nm, mass 0.2 m0
Curvature q N/eps: 0.1547 V/nm^2
Depletion width W: 2.543 nm; sheet sum 2.543 nm
Junction field: 3.93 MV/cm
Mean field over whole path: 2.24 MV/cm
Share of 5 nm total path: 50.9 %
Share if 5 nm is channel part only: 33.7 %
Channel part 2.457 nm, bending there 0.62 V
Channel scale length 2.548 nm, final bending V 1.502 V
Energy window V - gap: 0.382 eV
Valence density of states 2.509e+19 cm^-3 (mass 1.0 m0)
Fermi level below valence edge: 70.3 meV
Start at valence edge: depth 0.0 meV, source 2.543 nm, total 5.000 nm
   length share 50.9 %, exponent 9.41, exponent share 43.8 %
Start at shortest path: depth 53.7 meV, source 1.710 nm, total 4.553 nm
   length share 37.6 %, exponent 9.30, exponent share 33.4 %
Start at Fermi level: depth 70.3 meV, source 1.589 nm, total 4.565 nm
   length share 34.8 %, exponent 9.37, exponent share 30.6 %
Doping scan at fixed V and scale length, start at valence edge:
   5e+19 cm^-3: bending 0.677 V, W 4.185 nm, path 6.146 nm, exponent 11.43
   1e+20 cm^-3: bending 0.500 V, W 2.543 nm, path 5.000 nm, exponent 9.41
   2e+20 cm^-3: bending 0.338 V, W 1.477 nm, path 4.317 nm, exponent 8.40
   no source depletion: path 3.489 nm, exponent 7.61
True length penalty of depletion: 1.511 nm
Exponential penalty factor: 6.1
Source exponent: integral 4.120, formula 4.120
Two-band form: exponent 8.05, source share 44.9 %, penalty 5.3
Mass 0.3 m0: exponent 11.53
Hole pressure/(q N): 42.9 mV
Charge width with hole tail: 2.431 nm
Screening length in neutral source: 0.617 nm
Source part from Fermi level, full Poisson: 1.821 nm
W with doping graded over 1.0 nm: 2.831 nm
Mean dopant spacing: 2.15 nm
Dopants in W x 100 nm^2: 25.4, random spread 20 %
Path with gap changed by -0.1 eV: 4.407 nm
Path with gap changed by +0.1 eV: 5.774 nm
Double-gate body for 1.0 nm oxide (eps_r 3.9): 4.33 nm
Confinement widening of gap (masses 0.9, 0.3 m0): 0.089 eV
Gate term V/lam^2 if gate overlaps source: 0.231 V/nm^2
```
